\section*{What a 6.7 nm Multilayer Mirror Costs Compared with 13.5 nm}

\section{The claim}

\textbf{Q.} Half pitch is $k_1\lambda/\mathrm{NA}$. Going from 13.5 to 6.7 nm halves it, and the mirrors only need thinner layers. Where is the cost?

\textbf{A.} Your resolution estimate is right if the numerical aperture (NA) and $k_1$ are held fixed. With $\mathrm{NA}=0.33$ and $k_1=0.4$, the half pitch goes from 16.4 to 8.1 nm. But thinner layers do not make the same mirror, because the refractive indices change too.

\textbf{Q.} The two materials then differ less in index. Does each mirror simply reflect less?

\textbf{A.} Not necessarily. We need the reflectance of an absorbing stack to see what changes.

\section{Reflection from a weak periodic stack}

\textbf{Q.} Start at normal incidence, then.

\textbf{A.} I use the time factor $e^{-i\omega t}$ and $n=1-\delta+i\beta$, so $\beta>0$ means absorption. A period $\Lambda$ contains a fraction $\Gamma$ of absorber ($a$), and the rest is spacer ($s$). Interfaces are sharp and indices constant over the band. With $\varepsilon=n^2$, $k_0=2\pi/\lambda$ and $G=2\pi/\Lambda$, the field obeys $E''+k_0^2\varepsilon(z)E=0$.

Put $z=0$ at the centre of an absorber layer. The mean of $\varepsilon$ is $\bar\varepsilon$, and its first Fourier coefficient is
\begin{equation}
\varepsilon_1=\frac{\varepsilon_a-\varepsilon_s}{\Lambda}\int_{-\Gamma\Lambda/2}^{\Gamma\Lambda/2}\cos Gz\,dz
=\frac{(\varepsilon_a-\varepsilon_s)\sin\pi\Gamma}{\pi}.
\end{equation}
Starting in mid-spacer instead changes the sign of $\varepsilon_1$, and hence of the reflection coefficient $r$ found below. The reflectance $|r|^2$ stays the same as long as the small index step at the vacuum surface is neglected.

Write $E=Ae^{iGz/2}+Be^{-iGz/2}$. The amplitudes vary little over one period, so I drop $A''$ and $B''$. Keeping the terms in $e^{\pm iGz/2}$ gives
\begin{align}
iGA'+(k_0^2\bar\varepsilon-G^2/4)A+k_0^2\varepsilon_1B&=0,\\
-iGB'+(k_0^2\bar\varepsilon-G^2/4)B+k_0^2\varepsilon_1A&=0.
\end{align}
Measure depth in periods, $u=z/\Lambda$, and multiply by $\Lambda/G$:
\begin{equation}
\frac{dA}{du}=i(DA+KB),\qquad \frac{dB}{du}=-i(DB+KA),
\end{equation}
where $D=\Lambda(k_0^2\bar\varepsilon-G^2/4)/G=x+i\alpha$ and $K=\Lambda k_0^2\varepsilon_1/G$. At the Bragg centre $k_0^2\,\mathrm{Re}\,\bar\varepsilon=G^2/4$. Since $\Lambda G=2\pi$,
\begin{equation}
K=\frac{\sin(\pi\Gamma)(\varepsilon_a-\varepsilon_s)}{2\,\mathrm{Re}\,\bar\varepsilon},\qquad
\alpha=\frac{\pi\,\mathrm{Im}\,\bar\varepsilon}{2\,\mathrm{Re}\,\bar\varepsilon}.
\end{equation}
I hold these two values fixed across the narrow band. To leading order $|K|\simeq\Delta\delta\sin\pi\Gamma$, with $\Delta\delta=\delta_a-\delta_s$, and $\alpha\simeq\pi\bar\beta$, with $\bar\beta$ the mean absorption index. A small relative change $\eta$ of $k_0$ changes $k_0^2$ by the relative amount $2\eta$, so $x=\Lambda(G^2/4)(2\eta)/G=\pi\eta$. A width in $x$ is therefore $\pi$ times the relative width in wavelength.

\textbf{Q.} And the reflectance?

\textbf{A.} Differentiate the second equation and substitute both first derivatives. The cross terms cancel, leaving $d^2B/du^2=-q^2B$ with $q^2=D^2-K^2$. No wave returns from below the $N$th period, so $B=b\sin q(N-u)$. The same equation gives $KA=i\,dB/du-DB$, hence $KA(0)=b(-iq\cos qN-D\sin qN)$. Dividing, and neglecting the small index step at the vacuum surface,
\begin{equation}
r=\frac{B(0)}{A(0)}=\frac{iK\tan qN}{q-iD\tan qN}.
\label{finite}
\end{equation}
Without absorption, at the centre, $D=0$ and $q=iK$. Then $r=i\tanh NK$ and $R=\tanh^2N|K|$, so $N$ must be a few times $1/|K|$. The waves decay with depth when $q^2<0$, that is for $|x|<|K|$, which gives a stop band of relative width $2|K|/\pi$. Weaker contrast thus costs bilayers and bandwidth together.

\section{Absorption and the peak}

\textbf{Q.} Surely absorption wins if light must cross more layers?

\textbf{A.} It depends on how absorption changes. In a thick absorbing stack $\tan qN\to i$, on the branch $\mathrm{Im}\,q>0$. Then $r=-K/(D+q)=-(D-q)/K$, because $(D+q)(D-q)=K^2$. Also $1/r=-(D+q)/K$. Adding,
\begin{equation}
\frac{D}{K}=-\frac12\left(r+\frac1r\right).
\end{equation}
Put $r=\rho e^{i\varphi}$. At fixed $\rho$, the right side traces an ellipse with semi-axes
\begin{equation}
C=\tfrac12(1/\rho+\rho),\qquad S=\tfrac12(1/\rho-\rho),\qquad C^2-S^2=1.
\end{equation}
A wavelength scan moves $D/K=(x+i\alpha)/K$ along a straight line at distance $h=\alpha/|K|$ from the origin. If $K=|K|e^{i\psi}$, the unit normal to the line is $(\sin\psi,\cos\psi)$. The ellipse reaches a distance $p$ along this normal, where
\begin{equation}
p^2=C^2\sin^2\psi+S^2\cos^2\psi=S^2+\sin^2\psi.
\end{equation}
Larger $\rho$ means a smaller ellipse, so the peak is the ellipse that the line just touches, $p=h$. Then $S=g$, with
\begin{equation}
g^2=\frac{\alpha^2-(\mathrm{Im}K)^2}{|K|^2},\qquad
R_{\max}=\left(\sqrt{1+g^2}-g\right)^2.
\label{peak}
\end{equation}
The last form solves $1/\rho-\rho=2g$, or $\rho^2+2g\rho-1=0$, for its positive root.

For the full width at half maximum (FWHM), set $\rho^2=R_{\max}/2$ and find the chord that the line cuts from this larger ellipse. Dividing the two coordinates by $C$ and $S$ turns the ellipse into a unit circle, and the line then lies at distance $h/p$ from its centre. The chord of the circle is $2\sqrt{1-h^2/p^2}$. Undoing the division stretches lengths along the line by $CS/p$. Hence
\begin{equation}
\frac{\mathrm{FWHM}}{\lambda}=\frac{|K|}{\pi}\,\frac{2CS\sqrt{p^2-h^2}}{p^2}.
\label{width}
\end{equation}

Now multiply all $\delta$ and $\beta$ by $s$. To leading order $K$ and $\alpha$ scale by $s$, while $g$, $\psi$ and $h$ stay. The peak survives and the width scales as $s$. Equation (\ref{finite}) depends only on $D/K$ and $NK$, so $N$ scales as $1/s$. If contrast alone falls, $g$ rises and the peak drops.

\section{Two model mirrors}

\textbf{Q.} Put numbers in.

\textbf{A.} I take rough typical indices for Mo/Si at 13.5 nm and La/B at 6.7 nm, with $\Gamma=0.4$ in both. For Mo/Si, $(\delta_a,\beta_a)=(0.076,0.0065)$ and $(\delta_s,\beta_s)=(0.001,0.0018)$. For La/B, they are $(0.016,0.0012)$ and $(0,0.0004)$.

For Mo/Si, $|K|=0.0731$, $\alpha=0.0116$ and $\mathrm{Im}K=0.0043$ in magnitude. Equation (\ref{peak}) gives $g=0.1481$ and $R_{\max}=(1.0109-0.1481)^2=0.744$. At half peak $\rho=0.610$, so $C=1.125$, $S=0.515$, $p^2=0.268$ and $h^2=0.025$. With unrounded values the chord is 2.127, and the width is $0.07308\times2.127/\pi=4.95\%$, or 0.668 nm. Layer matrices that solve the full wave equation give 0.742 and 0.664 nm for a stack that starts in mid-spacer. Putting a full spacer, half an absorber or a full absorber layer on top moves the Mo/Si peak between 0.739 and 0.752 and $N_{95}$ between 30 and 31; the La/B peak moves by less than 0.003. With the period set by the Bragg condition, they also give the other values below, where $N_{95}$ is the number of bilayers that reaches 95\% of the saturated peak.

\begin{center}
\begin{tabular}{lcc}
 & Mo/Si model & La/B model\\
Period (nm) & 6.96 & 3.37\\
Saturated peak & 0.742 & 0.756\\
FWHM (nm) & 0.664 & 0.070\\
$N_{95}$ & 31 & 141
\end{tabular}
\end{center}

The short-wave mirror needs 4.5 times as many bilayers and has about a tenth of the bandwidth in nm. Its peak is slightly higher.

\textbf{Q.} Can I estimate $N_{95}$ by hand?

\textbf{A.} Yes, if you neglect $\mathrm{Im}K$. At $x=0$, $D=i\alpha$ and $q=i\kappa$, with $\kappa^2=K^2+\alpha^2$. With $t=\tanh\kappa N$, equation (\ref{finite}) becomes $|r|=|K|t/(\kappa+\alpha t)$. For a target $|r|=\rho_t$, solving for $t$ gives
\begin{equation}
N=\frac1\kappa\,\mathrm{artanh}\frac{\rho_t\kappa}{|K|-\rho_t\alpha},\qquad
\rho_t=\sqrt{0.95}\,\frac{|K|}{\kappa+\alpha}.
\end{equation}
For Mo/Si, $\kappa=0.0740$ and $\rho_t=0.832$. The argument is 0.971 and $N\simeq28.5$, against 31 from the matrices. For La/B the estimate is 136 to 137, depending on whether $|K|$ or $\mathrm{Re}\,K$ is used, against 141.

\textbf{Q.} How do I know contrast and absorption play the separate roles you give them?

\textbf{A.} Scale every $\delta$ and $\beta$ of the Mo/Si model by 0.2, keeping 13.5 nm. The matrices give a peak of 0.743, a width of 0.131 nm and $N_{95}=152$. Next, combine the La/B values of $\delta$ with the Mo/Si values of $\beta$. The peak falls to 0.28. The La/B model stays bright because its absorption is weaker too.

\textbf{Q.} Then I will keep 40 bilayers and avoid the narrow band.

\textbf{A.} You would get a wider band, but a dim mirror: the La/B model then has a peak of 0.25 and a FWHM of 0.167 nm. The limit $N|K|\ll1$ shows why. Without loss, $q\simeq x$ and equation (\ref{finite}) gives $|r|\simeq|K\sin(Nx)/x|$. Its square falls to half at $Nx=1.39$, so the relative width is $2(1.39)/(\pi N)=0.89/N$, set by the number of layers. For $N=40$ this is 0.15 nm, a fair estimate even though $N|K|=0.61$ is not very small. For a periodic stack, the narrow band is the price of high reflectance at weak contrast. Grading the period with depth widens the band. Without absorption this costs only more layers; with the La/B absorption it costs reflectance, and 300 bilayers graded by $\pm2\%$ give a peak of about 0.65 and a width of about 0.12 nm.

\section{From one mirror to a projector}

\textbf{Q.} Does the bandwidth matter if the peaks are equal?

\textbf{A.} That depends on the source. Ten identical mirrors transmit $R^{10}$. Its peak is 0.051 for Mo/Si and 0.061 for La/B, so a line much narrower than either band and centred on the peak loses nothing by the change of mirrors in this ideal comparison. The FWHM of the train is 0.33 nm against 0.037 nm. For a flat source with equal power per nm, the La/B train passes 0.13 times as much power. Matching is also harder: a period error of 34 pm shifts the Mo/Si peak by a tenth of its single-mirror FWHM, while 3.5 pm does so for La/B.

\textbf{Q.} And the range of angles?

\textbf{A.} For s polarization at angle $\theta$, the wave equation contains $\bar\varepsilon-\sin^2\theta$ in place of $\bar\varepsilon$. With $k_0\simeq G/(2\bar n)$ and $\bar n^2=\mathrm{Re}\,\bar\varepsilon$, this lowers $x$ by $\Lambda k_0^2\sin^2\theta/G=\pi\sin^2\theta/(2\bar n^2)$. Choose the period so that normal incidence sits on the short-wave half-maximum edge. Tilt then scans the whole width $\pi\,\mathrm{FWHM}/\lambda$ before reflectance returns to half:
\begin{equation}
\sin\theta_{\max}=\bar n\sqrt{2\,\mathrm{FWHM}/\lambda}.
\end{equation}
The matrices give $17.7^\circ$ for Mo/Si and $8.2^\circ$ for La/B.

Suppose a design had its NA tied to $\sin\theta_{\max}$. With $k_1=0.4$, the half pitch would be 17.7 nm at 13.5 nm and 18.7 nm at 6.7 nm: no gain with these indices. The second value is sensitive to the boron index and runs from about 17 to 20 nm as its $\delta$ goes from $-0.003$ to 0.002. Since the width follows $\Delta\delta$, this half pitch scales roughly as $\lambda/\sqrt{\Delta\delta}$. Far above their resonances electrons respond as if free, with $\varepsilon-1=-\omega_p^2/\omega^2$ and $\omega_p$ the plasma frequency. Then $\delta\propto\lambda^2$, and for a fixed difference in electron density the wavelength cancels. These mirrors are not in that regime: both spacers are used just below an absorption edge, where $\delta$ is near zero, while free electrons would give about 0.057 for Si and 0.013 for B. The near tie found here follows from the particular indices, not from this law. This is a limiting case: image NA is not the angular spread on each mirror, and a real design can trade one against the other.

\textbf{Q.} How far are real mirrors from this model?

\textbf{A.} Good Mo/Si mirrors reflect roughly 0.7, close to the model. Good lanthanum--boron-based mirrors reach roughly 0.6, clearly below it. Sharp interfaces are one assumption that fails. Smoothing the profile with a Gaussian of width $\sigma$ multiplies $K$ by $e^{-G^2\sigma^2/2}=e^{-2\pi^2\sigma^2/\Lambda^2}$ and leaves the mean, hence $\alpha$, unchanged. For a rough $\sigma=0.4$ nm the factor is 0.94 for Mo/Si and 0.76 for La/B. The peaks fall to about 0.73 and 0.69, which reverses their order. Boron's K edge lies close to 6.7 nm, so its index is uncertain and varies quickly there; changing its $\delta$ from 0 to 0.001 lowers the sharp-interface peak to 0.743 and the width to 0.065 nm. Ordinary dispersion, $\delta\propto\lambda^2$, narrows the bands by about 6\% for Mo/Si and 1\% for La/B. Near the spacer edges $\delta$ varies faster than this, and a crude one-edge model narrows both bands by roughly 10\%. For p polarization, if refraction into the stack is neglected, the fields of the two waves are inclined by $2\theta$. This reduces the coupling by $1-\cos2\theta$: about 19\% and 4\% at the respective angle limits. Capping layers, stress, heating and scattered light are left out.

\textbf{Q.} So I may keep the factor of two in resolution, but only if the optics can hold the NA?

\textbf{A.} Yes, and the source must put its power into the narrower band, with mirror periods matched about ten times more closely in picometres, or about five times more closely as a fraction of the period. The numerical output lists the values for both models.

\section*{Computed results}
\begin{verbatim}
Mo/Si-like: wavelength 13.5 nm, fraction 0.4
 absorber delta 0.076, beta 0.0065
 spacer delta 0.001, beta 0.0018
 period 6.961 nm
 |K| 0.07308, alpha 0.01163 per period
 lossless stop band 2|K|/pi 4.653 %
 peak R: exact 0.7422, formula 0.7444
 FWHM: exact 0.6643 nm, formula 0.6679 nm
 relative FWHM 4.921 %
 bilayers for 95%: exact 31, simple formula 28.5
 thickness of that stack 216 nm
 40 bilayers: peak R 0.7322, FWHM 0.7161 nm
 10 mirrors: peak 0.0507, FWHM 0.3345 nm
 10 mirrors: band integral 0.01674 nm
 angle limit 17.72 deg, sine 0.3044
 period error for 0.1 FWHM shift 34.25 pm
 peak R with 0.4 nm grading 0.7255
 FWHM change from delta ~ wavelength^2 -5.65 %
 p-wave coupling loss at angle limit 18.5 %
La/B-like: wavelength 6.7 nm, fraction 0.4
 absorber delta 0.016, beta 0.0012
 spacer delta 0.0, beta 0.0004
 period 3.371 nm
 |K| 0.01531, alpha 0.00227 per period
 lossless stop band 2|K|/pi 0.975 %
 peak R: exact 0.7564, formula 0.7570
 FWHM: exact 0.0696 nm, formula 0.0696 nm
 relative FWHM 1.038 %
 bilayers for 95%: exact 141, simple formula 136.6
 thickness of that stack 475 nm
 40 bilayers: peak R 0.2535, FWHM 0.1667 nm
 10 mirrors: peak 0.0613, FWHM 0.0368 nm
 10 mirrors: band integral 0.00221 nm
 angle limit 8.23 deg, sine 0.1432
 period error for 0.1 FWHM shift 3.50 pm
 peak R with 0.4 nm grading 0.6859
 FWHM change from delta ~ wavelength^2 -1.27 %
 p-wave coupling loss at angle limit 4.1 %
Ratios La/B to Mo/Si: bilayers 4.55, FWHM in nm 0.1047
Ratio of 10-mirror band integrals 0.1317
Half pitch at NA 0.33, k1 0.4: 16.36 and 8.12 nm
Half pitch if NA = angle-limit sine: 17.74 and 18.71 nm
Delta-delta/wavelength^2 at 13.5 nm: 4.115e-04 nm^-2
Delta-delta/wavelength^2 at 6.7 nm: 3.564e-04 nm^-2
Scale 1.0: peak R 0.7422, FWHM 0.6643 nm, N95 31
Scale 0.5: peak R 0.7425, FWHM 0.3292 nm, N95 61
Scale 0.2: peak R 0.7427, FWHM 0.1309 nm, N95 152
Weak contrast with Mo/Si absorption: peak R 0.2832
Boron delta 0.001: peak R 0.7427, FWHM 0.0652 nm
\end{verbatim}
